# Why an X-ray interferometer counts lattice planes and not wavelengths

Let a perfect crystal have lattice planes a distance $d$ apart, stacked along $x$, and let a beam cross it well away from its edges. Neighbouring planes may be offset sideways, within their own plane, as the (220) planes of silicon are. But if no other set of planes diffracts, the beam responds only to the density averaged over each plane of constant $x$. If the crystal is moved by $d$ along $x$, this averaged density in the beam is the same as before. Every intensity behind it must therefore repeat, whatever the wavelength. The signal can depend on the displacement $u$ only as

$$I(u)=\sum_n I_n e^{inhu},\qquad h=\frac{2\pi}{d}.$$

The wavelength $\lambda$ is a second length in the problem, but symmetry keeps it out of the period. It may enter only the coefficients $I_n$.

Symmetry does not say that any $I_n$ with $n\neq0$ differs from zero. For one crystal in one broad plane wave, the diffracted intensities do not change with $u$. Nor does symmetry forbid a signal with only even $n$, whose period would be $d/2$. To see that one fringe is one plane, the amplitudes are needed.

## The model

A triple-Laue interferometer has three parallel plates: splitter S, mirror M and analyser A. Their diffracting planes are perpendicular to the faces, and the beams pass through (Laue geometry). I take equal plates of thickness $T$ with equal gaps, and let $z$ be the plate normal.

In atomic units, an electron driven far above its binding frequencies by a field $E$ of frequency $\omega$ is displaced by $E/\omega^2$. For electron density $n$ the polarization is $P=-nE/\omega^2$, and the dielectric function is $1+4\pi P/E=1-4\pi n/\omega^2$. With $k=\omega/c$ and the field normal to the scattering plane, the wave equation becomes

$$[\nabla^2+k^2-4\pi s]\psi=0,\qquad s=n/c^2 .$$

Neutrons obey the same equation. Their potential in a medium with nuclear density $n$ and scattering length $b$ is $2\pi bn/m$, and multiplying the Schrödinger equation by $-2m$ gives $s=bn$. Absorption adds a negative imaginary part to $s$.

Inside a plate I keep the variation of $s$ along $x$, $s(x)=\sum_n s_ne^{inhx}$, and assume that no other set of planes diffracts. A wave can then change its lateral wavenumber only by multiples of $h$. Near Bragg incidence two waves matter, "0" and "h", with

$$k_{0x}=-\tfrac h2+q,\qquad k_{hx}=\tfrac h2+q .$$

Here $q$ measures the departure from exact Bragg incidence, and $k_{0z}$, $k_{hz}$ follow from $k_x^2+k_z^2=k^2$. At $q=0$, $k\sin\theta=h/2$, which is Bragg's law $2d\sin\theta=\lambda$.

## What one plate does

Define $\bar k=(k_{0z}+k_{hz})/2$ and $\delta=(k_{0z}-k_{hz})/2$, and write the two waves as $a_0(z)e^{i\bar kz}$ and $a_h(z)e^{i\bar kz}$ times their lateral factors. The amplitudes vary slowly, so I drop $a''$ and reflection from the faces. Since $k_{0z}^2-\bar k^2\approx2\bar k\delta$, the wave equation for wave 0 gives

$$2i\bar k a_0'+2\bar k\delta a_0-4\pi s_0a_0-4\pi s_1a_h=0 .$$

Wave h has $-\delta$ in place of $\delta$. I take planes that are symmetric about their centres and put the origin on one of them, so that $s_1=s_{-1}$ even with absorption. With $g_0=2\pi s_0/\bar k$ and $g=2\pi s_1/\bar k$, division by $2i\bar k$ gives

$$\begin{pmatrix}a_0\\a_h\end{pmatrix}'=i(N-g_0)\begin{pmatrix}a_0\\a_h\end{pmatrix},\qquad N=\begin{pmatrix}\delta&-g\\-g&-\delta\end{pmatrix}.$$

Because $N^2=\Omega^2$ with $\Omega^2=g^2+\delta^2$, the exponential series sums to $e^{iNT}=\cos\Omega T+i(N/\Omega)\sin\Omega T$. The amplitudes for 0→0 and 0→h are

$$t=C\Big(\cos\Omega T+\frac{i\delta}{\Omega}\sin\Omega T\Big),\qquad r=-iC\,\frac g\Omega\sin\Omega T,$$

with $C=e^{i(\bar k-g_0)T}$. For h→0, $\bar r=r$. For h→h, $\bar t$ is $t$ with $\delta\to-\delta$.

## What displacement does

This step needs neither two beams nor weak scattering. If $\psi(x)$ solves the wave equation for $s(x)$, then $\psi(x-u)$ solves it for $s(x-u)$. Let an incoming $e^{ik_xx}$ produce outgoing waves $A_ne^{i(k_x+nh)x}$. After the replacement $x\to x-u$, the incoming wave carries a factor $e^{-ik_xu}$ and each outgoing wave a factor $e^{-i(k_x+nh)u}$. Dividing by the incoming factor leaves

$$A_n\to A_ne^{-inhu}.$$

So $t$ and $\bar t$ do not change, while $r\to re^{-ihu}$ and $\bar r\to\bar re^{+ihu}$. Thickness, absorption and multiple scattering are contained in $A_n$ and leave this phase alone.

The same phase follows from the picture of a moved mirror. Reflection changes the wavenumber along $x$ by $2k\sin\theta$, so displacement changes the phase by $(4\pi\sin\theta/\lambda)u$. This looks like a wavelength-dependent ruler, but Bragg's law makes it $2\pi u/d$. A longer wave is diffracted through a larger angle, and the ratio $\sin\theta/\lambda$ stays fixed.

## Three plates

Two paths lead to the forward beam, called O:

- path 1: transmitted by S, 0→h at M, h→0 at A, with amplitude $t\,r\,\bar r\,e^{ih(u_A-u_M)}$;
- path 2: 0→h at S, h→0 at M, transmitted by A, with amplitude $r\,\bar r\,t\,e^{ih(u_M-u_S)}$.

Each path crosses one gap as wave 0 and the other as wave h, so equal gaps add equal phases. Equal plates make the remaining products identical at every $q$, even with absorption. Hence

$$I_O=|tr\bar r|^2\,|1+e^{i\Phi}|^2=2|tr\bar r|^2(1+\cos\Phi),$$

$$\Phi=h(u_S-2u_M+u_A).$$

Moving the analyser alone gives a pure cosine of period $d$. Moving the mirror alone gives period $d/2$, because it diffracts both paths, in opposite senses. Moving all three together gives no fringes.

This law was tested by sending a beam of finite width through the three plates in a real-space wave calculation, with twelve random sets of displacements. At wavelengths of $0.30d$ and $0.36d$ the misfit, relative to the variation of the signal about its mean, was $1.6\times10^{-4}$ and $7\times10^{-8}$.

The other exit beam, H, has path amplitudes $t\,r\,\bar t$ and $r\,\bar r\,r$, with the same $\Phi$. Without absorption, let $R=|r|^2$, so that $|t|^2=1-R$. Then $t\bar t=C^2(1-R)$ and $r^2=-C^2R$, and the product of the first amplitude with the conjugate of the second is $-(1-R)R^2$. The interference term is $-2R^2(1-R)\cos\Phi$, opposite to that of O. Intensity moves between the exits and the total stays constant.

The wavelength does control the brightness. At exact Bragg incidence without absorption, $R=\sin^2gT$ and the O maximum is $4R^2(1-R)$. For a thin plate this falls to $4(gT)^4$, and it vanishes when $gT$ is a multiple of $\pi/2$. Beyond $\lambda=2d$ Bragg's law has no solution and the instrument has no diffracted beam to use. "Regardless of wavelength" is a statement about the period of whatever fringes there are.

## The pattern that the analyser reads

The two beams meeting at A have lateral factors $e^{i(-h/2+q)x}$ and $e^{i(h/2+q)x}$. Their interference term varies as $e^{ihx}$, since $q$ cancels. They form a standing wave of period $d$, and the analyser moves across it like a second grating of the same pitch.

In the real-space calculation at $\lambda=0.30d$, a beam was sent in slightly off Bragg. The incidence angle alone, through $\lambda/(2\sin\theta_{\rm in})$, would suggest a period of $1.0096d$. The pattern had period $0.9997d$. The small remainder comes from the finite beam, whose two parts are filtered differently by the plates. In a two-beam calculation it falls from $3\times10^{-4}$ to about $5\times10^{-5}$ when the beam is made twice as wide, and it vanishes when both parts are given the same filter.

Now let the analyser have its own spacing $d_A$, with $h_A=2\pi/d_A$. Path 1 leaves it with lateral wavenumber $k_{0x}+h-h_A$ and displacement phase $h_Au_A$, while path 2 leaves with $k_{0x}$. The interference term is

$$\cos[(h-h_A)x+h_Au_A+\text{const}].$$

At a fixed detector the fringes count $d_A$, the spacing of the crystal that moves. The $x$ term is a moiré pattern, and its period $2\pi/|h-h_A|$ must exceed the width of the detected beam, or the contrast averages away. With $d_A=1.003d$ the calculation gave a fringe period of $1.00300d$.

## Motion along the normal

If the gaps differ by $\Delta L$ (first minus second), the paths acquire a phase difference $(k_{0z}-k_{hz})\Delta L$. From $k_{0z}^2-k_{hz}^2=(h/2+q)^2-(h/2-q)^2=2hq$, and $q\approx k\cos\theta\,\delta\theta$ for a glancing angle $\delta\theta$ below the Bragg angle,

$$(k_{0z}-k_{hz})\Delta L=\frac{hq}{\bar k}\Delta L\approx h\,\delta\theta\,\Delta L .$$

Moving A along $z$ therefore does nothing at exact Bragg incidence. Away from it, the phase has opposite signs on the two sides. For plates without absorption and a symmetric angular spread, the two sides combine to a real average. A small gap difference then only lowers the contrast, but a larger one can make the average negative, which reverses the fringes. For the silicon plates described below, with absorption switched off, the reversal sets in near 15 µm. With absorption the two sides are not weighted equally, and a net phase remains.

## Silicon planes

For the (220) planes of a cubic crystal with cell edge $a$, $d=a/\sqrt8$. The model crystal is given $a=0.5431$ nm, a chosen number close to silicon, so its spacing is $d=0.1920148$ nm. The plates are 500 µm thick, with rough form factors and an absorption of 1.5 per mm at 17500 eV.

At that energy $\lambda=0.07085$ nm and $\sin\theta=0.07085/(2\times0.19201)=0.1845$, so $\theta=10.63°$. At exact Bragg incidence $|r|^2$ oscillates with thickness with period $\pi/g=36.4$ µm, so $g=8.6\times10^{-5}$ nm⁻¹. The angular half-width is where $\delta=g$. Since $\delta=h\,\delta\theta/2$ and $h/2=16.36$ nm⁻¹, it is $8.6\times10^{-5}/16.36=5.3\times10^{-6}$ rad, or 5.3 µrad.

A calculation with four coupled beams, summed over four half-widths on either side of the Bragg angle, gave these results at fixed plate thickness:

| energy (eV) | $\lambda$ (nm) | fringe period (nm) | contrast O | contrast H |
|---|---|---|---|---|
| 15000 | 0.08266 | 0.1920148 | 1.00 | 0.16 |
| 17500 | 0.07085 | 0.1920148 | 1.00 | 0.32 |
| 22000 | 0.05636 | 0.1920148 | 1.00 | 0.46 |

That the signal repeats after $d$ is guaranteed by symmetry. What the search over periods from $0.2d$ to $3d$ tests is that the best single cosine has period $d$ and not a fraction of it. The two-beam amplitudes differed from the four-beam ones by at most $5\times10^{-4}$ of the incident amplitude. The H contrast changes mainly because absorption falls with energy. If the absorption per millimetre is held at its 17500 eV value, the three H contrasts become 0.28, 0.32 and 0.30. The table gives only the size of the H fringe. With absorption it is no longer exactly opposite to O: it is opposite at 22000 eV, about 165° from O at 17500 eV, and only about 60° from O at 15000 eV. The H values also depend on the angular range, being 0.19, 0.35, 0.54 for two half-widths and 0.15, 0.30, 0.42 for eight. They depend on the polarization as well: with the field in the scattering plane the 22000 eV value is about 0.36.

## Where the metre enters

The fringes measure travel in units of $d$. To obtain $d$ in metres, the same travel must be measured in metres. A laser interferometer with its reflector on the analyser changes its optical path by $2u$, and so gives one fringe per $\lambda_L/2$. If $m$ laser fringes match $n$ X-ray fringes,

$$nd=\frac{m\lambda_L}{2},\qquad d=\frac{mc}{2nf}.$$

Here $c$ is the speed of light in SI units, fixed by the definition of the metre, and $f$ is the laser frequency. The X-ray wavelength is absent.

I take $f=473.6$ THz, so $\lambda_L=633.0077$ nm and one laser fringe is 316.5039 nm. The prior estimate $d=0.1920$ nm predicts $316.5039/0.1920=1648.46$ X-ray fringes. Simulated photon counts supply the fractional part, 0.330, so $n=1648.330$. The whole number is safe if the prior estimate is known to be good to better than half a fringe in 1648, or $3\times10^{-4}$. Here it differs from the model spacing by $0.8\times10^{-4}$. The new $d=316.5039/1648.330=0.192015$ nm then predicts the count over ten laser fringes, and so on. At $m=3000$, a travel of 0.9495 mm, $n=4944990.470$ and

$$d=0.192014846\ \text{nm}=1.92014846\times10^{-10}\ \text{m}=1.92014846\ \text{Å}.$$

This recovers the spacing put into the model; it is not a measurement of silicon. Each phase is read from 8 points with 10000 mean counts, $N=80000$ in all. The fringe component of the counts has size $N/2$, and its sideways variance is also $N/2$, so the phase error is $\sqrt{2/N}=0.005$ rad. Two readings give $0.005\sqrt2/2\pi=0.0011$ fringe, or $2.3\times10^{-10}$ of $n$. The actual error was $0.9\times10^{-10}$ of the model spacing.

## Real instruments

Silicon (220) plates of some tenths of a millimetre to about a millimetre, and X-rays near 17000 eV, are a realistic setting. The model's perfect geometry and fixed surroundings are not, and they limit the result before counting noise does. The sizes below are relative to $d$ and rest on rough inputs.

- Laser light in air, if uncorrected, shifts the result by $2.7\times10^{-4}$, so the optical path is evacuated or corrected.
- One kelvin changes $d$ by $2.6\times10^{-6}$, and one millikelvin by $2.6\times10^{-9}$. One atmosphere compresses it by $3.4\times10^{-7}$. A quoted spacing needs a temperature and a pressure.
- A laser beam of 1 mm waist contains slightly tilted waves, which lengthen its fringes by $1.0\times10^{-8}$.
- Travel oblique to $h$ by 0.1 mrad gives $5\times10^{-9}$. A pitch of 1 nrad with the laser 1 mm off the X-ray line gives $1.1\times10^{-9}$.
- An analyser 1 µm thicker at the end of the scan, with its entrance face still at the same distance from the mirror, shifts the fringe by 0.0033 of a period, or $7\times10^{-10}$ over this travel. The shift depends on the starting thickness: for plates between 480 and 520 µm it ranges from about 0.003 to 0.008 of a period. If the entrance face moves as well, the gap changes too, and the shift can differ in size and sign.

A gap difference $\Delta L$ of 10 µm lowers the O contrast to 0.48 for the angular range used above. The phase noise varies inversely with contrast, so it would roughly double. Because of absorption, the same gap difference also shifts the fringes by 0.115 of a period. A constant shift cancels between two readings, but a drift of the analyser by 1 µm along the normal during the scan changes the count by about 0.01 fringe, or $2\times10^{-9}$ over this travel. The remedies are mechanical, thermal and optical. The X-ray wavelength does not enter the period, but it does set the size of the thickness and gap shifts: for an analyser 1 µm thicker the shift is 0.0033 of a period at 17500 eV and 0.0058 at 17700 eV. Correcting these two effects by calculation, rather than removing them, needs the wavelength.

## Values computed for the example and the checks

```
Real-space simulation (lengths in plane spacings)
 wavelength 0.30: law misfit 1.6e-04, contrast 1.0000
 wavelength 0.36: law misfit 7.0e-08, contrast 1.0000
 standing-wave period, off Bragg: 0.99969
 period if set by incidence angle: 1.00964
 analyser spacing 1.0030: fringe period 1.00300
Silicon-like (220) plates, rough parameters
 cell edge 0.5431 nm, plane spacing 0.1920148 nm
 plate thickness 500 um
 form factors 14.0, 8.5, 6.0 electrons
 absorption at 17.5 keV: 1.5 per mm
 15000 eV: wavelength 0.08266 nm, Bragg 12.429 deg
   fringe period 0.1920148 nm, two-beam error 4.6e-04
   contrast O 1.0000, H 0.1617
 17500 eV: wavelength 0.07085 nm, Bragg 10.631 deg
   fringe period 0.1920148 nm, two-beam error 4.1e-04
   contrast O 1.0000, H 0.3243
 22000 eV: wavelength 0.05636 nm, Bragg 8.439 deg
   fringe period 0.1920148 nm, two-beam error 3.3e-04
   contrast O 1.0000, H 0.4639
Spacing from counts
 Pendelloesung length 36.43 um
 Bragg half-width 5.27 urad
 laser 473.6 THz, wavelength 633.0077 nm
 prior 0.1920 nm; 10000 mean counts, 8 points
 m=1: n=1648.330, d=0.1920148568 nm
 m=10: n=16483.302, d=0.1920148408 nm
 m=100: n=164833.016, d=0.1920148456 nm
 m=1000: n=1648330.157, d=0.1920148464 nm
 m=3000: n=4944990.470, d=0.1920148464 nm
 travel 0.9495 mm
 recovered d = 1.920148464e-10 m = 1.920148464 angstrom
 relative error 8.6e-11, expected noise 2.3e-10
Neglected effects, relative size in d (rough inputs)
 air in laser path (n-1=2.7e-04): 2.7e-04
 1 K (2.6e-06 per K): 2.6e-06; 1 mK: 2.6e-09
 1 atm on crystal (bulk 98 GPa): 3.4e-07
 laser divergence, waist 1 mm: 1.01e-08
 travel oblique by 0.1 mrad: 5.0e-09
 pitch 1 nrad, offset 1 mm: 1.1e-09
 analyser 1 um thicker: -3.3e-03 fringe, 6.7e-10
 O contrast at 10 um defocus: 0.482
```
